# Why the 45° projection of a phase-sensitive J-resolved spectrum vanishes

The 45° projection of a phase-sensitive J-resolved spectrum is zero at every frequency. It contains no decoupled absorption lines, because along each projection line the positive and negative parts of the spectrum cancel. Let the signal $s(t_1,t_2)$ be recorded for $t_1\ge 0$ and $t_2\ge 0$, and let its spectrum be

$$S(\nu_1,\nu_2)=\int_0^\infty\!\!\int_0^\infty s(t_1,t_2)\,e^{-i2\pi(\nu_1t_1+\nu_2t_2)}\,dt_1\,dt_2 .$$

Then

$$P(\nu)=\int_{-\infty}^{\infty}S(\nu_1,\nu+\nu_1)\,d\nu_1=0\qquad\text{for every }\nu .$$

The signal is assumed to be a finite sum of damped exponentials. The integral runs over the full $\nu_1$ range, and no magnitude is taken before it. The integration lines $\nu_2-\nu_1=\nu$ lie at 45° when both axes have the same scale in hertz. Measuring length along these lines instead of along $\nu_1$ would multiply $P$ by $\sqrt2$, which does not affect a zero.

## Why the belief is tempting

The belief examined here is that this projection of the phase-sensitive spectrum is a decoupled absorption spectrum, with one line per multiplet at its chemical shift. It starts from a correct statement about line positions. Consider the homonuclear sequence 90°–$t_1/2$–180°–$t_1/2$–$t_2$, with ideal pulses acting on all spins and weak coupling. A line of a multiplet has the frequency $\Omega+\delta$ during detection, where $\Omega$ is the chemical shift and $\delta$ is the displacement from the multiplet centre, set by the states of the coupling partners.

In the second half of $t_1$ this coherence already precesses at $\Omega+\delta$. Before the 180° pulse two things were different. The coherence had the opposite order, which reverses the sign of its frequency, and the partners were in the opposite states, which replaces $\delta$ by $-\delta$. Its frequency was therefore $-(\Omega-\delta)$. The phase gathered during $t_1$ is

$$2\pi\frac{t_1}{2}\left[-(\Omega-\delta)+(\Omega+\delta)\right]=2\pi\delta t_1 .$$

The shift is refocused and the coupling is not. With decay rates $R_1$ and $R_2$ in the two time dimensions, and the constant phase chosen to make the amplitudes $a_k$ real and positive,

$$s(t_1,t_2)=\sum_k a_k\,e^{(i2\pi\delta_k-R_1)t_1}\,e^{[i2\pi(\Omega_k+\delta_k)-R_2]t_2}.$$

Line $k$ is centred at $(\nu_1,\nu_2)=(\delta_k,\Omega_k+\delta_k)$. For all lines of one multiplet, $\nu_2-\nu_1=\Omega_k$. A projection along this direction puts the whole multiplet at its chemical shift, and it seems to follow that the intensities add up to one decoupled line. That last step would be valid if each line had a positive shape. It does not.

## The shape of one line

Each time integral is elementary:

$$\int_0^\infty e^{-[R_1+i2\pi(\nu_1-\delta_k)]t_1}dt_1=\frac{1}{R_1+i2\pi(\nu_1-\delta_k)} .$$

The integral over $t_2$ has the same form, so

$$S(\nu_1,\nu_2)=\sum_k\frac{a_k}{[R_1+i2\pi(\nu_1-\delta_k)]\,[R_2+i2\pi(\nu_2-\Omega_k-\delta_k)]}.$$

Write $x_1$ and $x_2$ for the two angular offsets, $2\pi(\nu_1-\delta_k)$ and $2\pi(\nu_2-\Omega_k-\delta_k)$. Since $1/(R_j+ix_j)=(R_j-ix_j)/(R_j^2+x_j^2)$, the real part of one term with $a_k=1$ is

$$\frac{R_1R_2-x_1x_2}{(R_1^2+x_1^2)(R_2^2+x_2^2)} .$$

This is the phase-twist shape, a product of two absorption curves minus a product of two dispersion curves. On the 45° line through the peak, $x_1=x_2=x$, and the numerator is $R_1R_2-x^2$. The spectrum is positive near the centre and negative farther out.

## The proof by the projection-slice theorem

Insert $\nu_2=\nu+\nu_1$ in the exponent of the Fourier integral:

$$\nu_1t_1+(\nu+\nu_1)t_2=\nu t_2+\nu_1(t_1+t_2).$$

The frequency $\nu_1$ is now conjugate to the sum of the times. With $\tau=t_1+t_2$ as a new variable in place of $t_1$, at fixed $t_2$, the Jacobian is one and

$$S(\nu_1,\nu+\nu_1)=\int_{-\infty}^{\infty}g_\nu(\tau)\,e^{-i2\pi\nu_1\tau}d\tau,$$

$$g_\nu(\tau)=\int s(\tau-t_2,t_2)\,e^{-i2\pi\nu t_2}dt_2 .$$

The change of order of integration is allowed because $|s|$ has a finite integral. The spectrum along the projection line is thus the one-dimensional Fourier transform of $g_\nu$. Integrating a transform over all frequencies returns the original function at time zero:

$$P(\nu)=g_\nu(0)=\int s(-t_2,t_2)\,e^{-i2\pi\nu t_2}dt_2 .$$

This is the projection-slice theorem for the present direction: the projection is the transform of the section $t_1=-t_2$ through the time origin. On that section the coupling phases would cancel, which is the time-domain form of the tempting argument. But the section meets the recorded quadrant at one point, the origin, and a single point contributes nothing to an integral.

The signal jumps from zero to a finite value at the edge of the quadrant, so the use of the inversion formula needs care. The integrand of $g_\nu$ is nonzero if $t_2\ge0$ and $\tau-t_2\ge0$. For $\tau<0$ no such $t_2$ exists and $g_\nu=0$. For $\tau>0$ the range is $0\le t_2\le\tau$, hence

$$|g_\nu(\tau)|\le\int_0^\tau|s(\tau-t_2,t_2)|\,dt_2\le\tau\,\max|s| .$$

The bound goes to zero with $\tau$, so $g_\nu$ is continuous at $\tau=0$ with $g_\nu(0)=0$. It is also continuous elsewhere, and its transform falls as $1/\nu_1^2$ and is integrable. The inversion formula therefore holds at $\tau=0$, and $P(\nu)=0$.

A one-dimensional spectrum behaves differently. For $e^{-Rt}$ starting at $t=0$, the real part of the spectrum has the integral

$$\int_{-W}^{W}\frac{R}{R^2+4\pi^2\nu^2}d\nu=\frac1\pi\arctan\frac{2\pi W}{R}\to\frac12,$$

which is the mean of the values on the two sides of the jump. In the J-resolved projection, integration over $t_2$ has already removed the jump, and no half value survives.

Because $P$ vanishes as a complex number, the projections of the real and imaginary parts vanish separately. A constant phase correction multiplies $P$ by $e^{i\phi}$ and changes nothing. Weak coupling was used for the line positions but not in the proof, so strong coupling does not rescue the projection.

A frequency-dependent phase correction is a different matter. Multiplying $S$ by $e^{i2\pi\nu_2t_0}$ with $t_0>0$ replaces $s(t_1,t_2)$ by $s(t_1,t_2+t_0)$, which begins at $t_2=-t_0$. The section $t_1=-t_2$ then crosses occupied territory for $0\le t_1\le t_0$, and the projection need not vanish.

## The cancellation seen in frequency

The same result follows for one line without the theorem. With $y=\nu_1-\delta$ and $d=\nu-\Omega$, the integrand for unit amplitude is

$$\frac{1}{(R_1+i2\pi y)\,[R_2+i2\pi(y+d)]} .$$

Its poles are at $y=iR_1/2\pi$ and $y=-d+iR_2/2\pi$, both in the upper half-plane. Close the contour with a large semicircle of radius $r$ in the lower half-plane. The arc has length $\pi r$ and the integrand there is of order $1/(4\pi^2r^2)$, so the arc contributes nothing as $r\to\infty$. No pole is enclosed, and the integral is zero.

For $R_1=R_2=R$ and $d=0$ the cancelling areas can be found explicitly. The real part on the ridge is

$$\frac{R^2-4\pi^2y^2}{(R^2+4\pi^2y^2)^2}=\frac{d}{dy}\left[\frac{y}{R^2+4\pi^2y^2}\right].$$

It is positive for $|y|<R/2\pi$. At $y=R/2\pi$ the bracket equals $(R/2\pi)/(2R^2)=1/(4\pi R)$, and at the opposite limit it has the opposite sign. The positive area is therefore $1/(2\pi R)$. Over the whole axis the bracket goes from zero to zero, so the negative area has the same size. For $R=3\ \mathrm{s^{-1}}$ the two areas are $+0.0531$ s and $-0.0531$ s.

The negative part is spread over long, shallow wings, and a finite window cuts some of it off. Integration from $-W$ to $W$ leaves

$$\frac{2W}{R^2+4\pi^2W^2},$$

which tends to $1/(2\pi^2W)$ for $2\pi W\gg R$. With $W=25$ Hz this residue is $50/24683=0.0020$ s.

## A numerical case

Take a model A₃X spin system with shifts of $-100$ Hz for the three A spins and $+100$ Hz for X, $J=7$ Hz, and both decay rates equal to $3\ \mathrm{s^{-1}}$. One proton has total amplitude 1. The A doublet has two lines of amplitude 1.5 at $\delta=\pm J/2$. The X quartet has amplitudes $1/8,3/8,3/8,1/8$. A density-matrix calculation for the four spins, without relaxation, agrees with the line sum to rounding error.

For scale, the double-absorption data of the next section, which include a second quadrant of signal, give a line of height $3/(3+3)=0.5$ s at A and one of height $1/6=0.167$ s at X. Their $t_1$ factor is twice the absorption curve, so keeping only the absorption product of the phase-twist lines would give half these heights. Numerical integration of the phase-sensitive spectrum at 33 frequencies, both shifts included, gives at most $8\times10^{-17}$ s in modulus, which is rounding error. With unequal rates of 2 and $4\ \mathrm{s^{-1}}$ the largest value is $1\times10^{-16}$ s. The numerical output below lists these values.

## Two projections that do not vanish

The other diagonal shows that the zero comes from the direction of the section. Along $\nu_1+\nu_2=\nu$ the exponent is

$$\nu_1t_1+(\nu-\nu_1)t_2=\nu t_2+\nu_1(t_1-t_2),$$

so the section is $t_1=t_2=t$, which runs through the middle of the recorded quadrant. The projection is

$$\int_0^\infty s(t,t)e^{-i2\pi\nu t}dt=\sum_k\frac{a_k}{R_1+R_2+i2\pi(\nu-\Omega_k-2\delta_k)} .$$

These are ordinary lines, but the splittings are doubled. In the example the A lines lie at $\pm7$ Hz from their centre. The height there is 0.251 s, of which $1.5/6=0.250$ s belongs to the line itself, while at the centre it is 0.009 s.

A decoupled absorption line requires a signal on the section $t_1=-t_2$. Suppose that data are also available for $t_1<0$, with the coupling phase continued as $e^{i2\pi\delta_kt_1}$ and the decay as $e^{-R_1|t_1|}$. The $t_1$ transform becomes

$$\int_{-\infty}^{\infty}e^{-i2\pi(\nu_1-\delta_k)t_1-R_1|t_1|}dt_1=\frac{2R_1}{R_1^2+4\pi^2(\nu_1-\delta_k)^2},$$

which is real and positive, so the real part of the two-dimensional line is a product of two absorption curves. On the section, with $t_2\ge0$, each term is

$$a_ke^{-i2\pi\delta_kt_2-R_1t_2}\,e^{i2\pi(\Omega_k+\delta_k)t_2-R_2t_2}=a_ke^{i2\pi\Omega_kt_2-(R_1+R_2)t_2} .$$

The coupling has cancelled, and

$$P(\nu)=\sum_k\frac{a_k}{R_1+R_2+i2\pi(\nu-\Omega_k)} .$$

The real part has the form the belief expects, with peak heights $a/(R_1+R_2)$ for total amplitude $a$ and full width at half height $(R_1+R_2)/\pi$. In the example the heights are 0.500 s and 0.167 s, in the ratio 3.00, and the width is 1.91 Hz. The belief is true of such double-absorption data, which contain a second quadrant of signal that the simple experiment does not record.

## What the magnitude projection shows

A nonzero 45° projection can also be obtained from the magnitude $|S|$, since nothing can cancel in a sum of positive numbers. The projection-slice argument for $s$ does not apply to it, because taking the magnitude is not a linear operation. For one line of unit amplitude with $R_1=R_2=R$, let $b=R/2\pi$ and let $d$ be the offset from the shift. Then

$$P_{\rm mag}(d)=\frac{1}{4\pi^2}\int_{-\infty}^{\infty}\frac{dy}{\sqrt{(y^2+b^2)[(y+d)^2+b^2]}} .$$

Shift $y$ by $-d/2$ and set $c^2=d^2/4+b^2$. The product under the root becomes

$$(y^2+c^2-yd)(y^2+c^2+yd)=(y^2+c^2)^2-y^2d^2 .$$

Now put $y=c\tan(\theta/2)$. Then $y^2+c^2=c^2\sec^2(\theta/2)$ and $dy=\tfrac{c}{2}\sec^2(\theta/2)\,d\theta$, and the root is $c^2\sec^2(\theta/2)\sqrt{1-m\sin^2\theta}$ with $m=d^2/4c^2=d^2/(d^2+4b^2)$. The integral is

$$\frac{1}{2c}\int_{-\pi}^{\pi}\frac{d\theta}{\sqrt{1-m\sin^2\theta}}=\frac{2K(m)}{c},$$

where $K(m)=\int_0^{\pi/2}(1-m\sin^2\theta)^{-1/2}d\theta$ is the complete elliptic integral. With $c=\tfrac12\sqrt{d^2+4b^2}$,

$$P_{\rm mag}(d)=\frac{K(m)}{\pi^2\sqrt{d^2+4b^2}} .$$

At $d=0$, $K=\pi/2$ and the height is $1/(4\pi b)=1/(2R)$, the same as for double absorption. The shape is different. The full width at half height is 6.11 Hz instead of 1.91 Hz, a factor of 3.2. For $d\gg b$ the standard limit $K\approx\ln(4/\sqrt{1-m})$ gives

$$P_{\rm mag}\approx\frac{\ln(2d/b)}{\pi^2d},$$

whereas the absorption line falls as $1/d^2$. At 20 Hz from the centre the magnitude projection still has 13% of its peak height, and the absorption line has 0.2%.

In the A₃X case the magnitude heights are 0.496 s and 0.168 s, in the ratio 2.95 instead of 3. If the magnitudes of the individual lines simply added, the A height could not be below 0.5 s, so the deficit shows interference between lines. The X lines alone could give no more than $1/6$ s, so the small excess at X must come from the tails of A. The magnitude projection has its highest maxima close to the chemical shifts, but it is not an absorption spectrum. It also has weaker side maxima that correspond to no chemical shift. Those about 8 Hz on either side of the A shift reach 19% of the height at A.

## Nonzero traces from sampled data

A discrete transform of phase-sensitive data can give a projection that is not zero, and this should not be read as support for the belief. Let $n$ points be taken in each dimension with the same dwell time $\Delta t$, and let $N$ be the transform size. The sum along the discrete 45° line contains

$$\sum_{k_1=0}^{N-1}e^{-i2\pi k_1(n_1+n_2)/N},$$

which equals $N$ if $n_1+n_2$ is a multiple of $N$ and is zero otherwise. Since $n_1+n_2\le2n-2$, zero filling to $N\ge2n-1$ leaves just $n_1=n_2=0$. The double sum carries a factor $\Delta t^2$ and the frequency step is $1/(N\Delta t)$, so the projection is

$$\Delta t^2\cdot\frac{1}{N\Delta t}\cdot N s(0,0)=\Delta t\,s(0,0).$$

This is a flat offset without lines, and it vanishes as $\Delta t\to0$. For the example with $n=512$, $\Delta t=1/512$ s and $s(0,0)=4$, it is $4/512=0.0078$ s.

Without zero filling, $N=n$, and the points with $n_1+n_2=N$ also contribute. There $t_1=T-t_2$, where $T=N\Delta t$. For equal decay rates a line contributes

$$a_ke^{i2\pi\delta_kT-RT}\,e^{i2\pi\Omega_kt_2},$$

an undamped oscillation at the chemical shift. For the A doublet at its own shift, summation over $t_2$ gives approximately

$$3\cos(\pi JT)\,T e^{-RT}=3\cdot(-1)\cdot1\cdot e^{-3}=-0.149\ \text{s}$$

for $T=1$ s. The discrete calculation gives $-0.141$ s; most of the difference is the flat offset of 0.008 s. This false line sits at the decoupled position with about 30% of the height of the true double-absorption line when measured from the flat offset. Relative to that offset, its sign follows $\cos(\pi JT)$ and its size is proportional to $|\cos(\pi JT)|\,Te^{-RT}$, so it reports where the acquisition was cut off, and zero filling to $N\ge2n-1$ removes it.

## Calculated quantities

```
Shift of A3: -100 Hz; shift of X: 100 Hz
Coupling J: 7 Hz; both decay rates: 3 1/s
Largest deviation, spin simulation vs line sum: 1.4e-14
Projection heights in s (one proton = amplitude 1):
Phase-sensitive, largest |P| in scan: 7.8e-17 s
Same with rates 2 and 4 1/s: 1.1e-16 s
Double absorption at A: 0.5000 s
Double absorption at X: 0.1667 s
Double absorption, ratio A/X: 3.000
Magnitude at A: 0.4958 s
Magnitude at X: 0.1682 s
Magnitude, ratio A/X: 2.949
Other diagonal at A centre: 0.0091 s
Other diagonal at A centre + J: 0.2512 s
One line of amplitude 1:
Ridge maximum: 0.1111 s^2
Positive ridge area: 0.05305 s
Negative ridge area: -0.05305 s
Double-absorption projection height: 0.1667 s
Magnitude projection height: 0.1667 s
Full width at half height, double absorption: 1.910 Hz
Full width at half height, magnitude: 6.112 Hz
Width ratio: 3.20
Height 20 Hz away / peak, double absorption: 0.00227
Height 20 Hz away / peak, magnitude: 0.13454
F1 window half-width W: 25 Hz
Residue from finite window: 0.00203 s
Residue / double-absorption height: 0.0122
Sampled A3X data:
Points per dimension: 512; dwell: 1.9531 ms
Acquisition time T: 1.000 s
Zero-filled size per dimension: 1024
Flat offset after zero filling: 0.007812 s
Largest departure from flat: 7.6e-17 s
False line at A without zero filling: -0.1412 s
Wrap-around estimate of false line: -0.1494 s
```
